\section*{When a Symmetric Closed-Shell Precursor Distorts: The Two-State Threshold}

\section{A flat molecule with no degeneracy}

Ammonia can supply the nitrogen when a nitride film is grown by atomic layer deposition. Place its nitrogen atom in the plane of the three hydrogens. The molecule is then as symmetric as it can be, its electrons are paired, and its ground state is not degenerate. By symmetry there is no force pushing the nitrogen to one side rather than the other. Yet the planar form is unstable and the molecule becomes a pyramid.

A vanishing force says that the planar geometry is a stationary point. Whether it is a minimum depends on the curvature of the energy, and an excited state can lower that curvature. How strong must its influence be?

Let $Q$ be the height of the nitrogen above the hydrogen plane. The nuclei are first held fixed, so the question concerns the lower Born--Oppenheimer surface. Nuclear motion is restored in the last stage.

\section{Simple case: two states, one stiffness}

Take two real electronic states at $Q=0$: the closed-shell ground state $|g\rangle$ at energy $-D$ and a singlet excited state $|e\rangle$ at $+D$. The full gap is $2D$, with $D>0$. Under reflection in the molecular plane $|g\rangle$ is even and $|e\rangle$ is odd. Keep these two states as a fixed basis and expand the fixed-nuclei Hamiltonian, nuclear repulsion included, to second order:
\begin{equation}
H(Q)=H_0+QV_1+\tfrac12Q^2V_2 .
\end{equation}
Reflection reverses $Q$ and must leave the whole expression unchanged, so $V_1$ is odd and $V_2$ is even. Hence
\begin{equation}
\langle g|V_1|g\rangle=\langle e|V_1|e\rangle=0,\qquad
\langle g|V_2|e\rangle=0,
\end{equation}
while $F=\langle g|V_1|e\rangle$ is allowed. Its sign depends on the arbitrary sign of $|e\rangle$, so only $F^2$ can matter. Assume for now that both states have the same diagonal second derivative $K>0$. This is the bare force constant: the stiffness without the mixing of these two states. In the order $(g,e)$,
\begin{equation}
H(Q)=\frac{KQ^2}{2}+
\begin{pmatrix}-D&FQ\\FQ&D\end{pmatrix}.
\label{eq:H}
\end{equation}

An eigenvalue $\lambda$ of the matrix obeys $(-D-\lambda)(D-\lambda)-F^2Q^2=0$, that is, $\lambda^2=D^2+F^2Q^2$. The lower surface is therefore
\begin{equation}
E(Q)=\frac{KQ^2}{2}-S,\qquad S=\sqrt{D^2+F^2Q^2}.
\label{eq:E}
\end{equation}
Since $dS/dQ=F^2Q/S$, its slope is
\begin{equation}
\frac{dE}{dQ}=Q\left(K-\frac{F^2}{S}\right).
\label{eq:slope}
\end{equation}

For $F\neq0$, $S$ grows from $D$ without bound as $|Q|$ increases, so the bracket rises steadily from $K-F^2/D$ towards $K$. There are two possibilities.

If $F^2\le DK$, the bracket is positive for every $Q\ne0$. The energy rises on both sides and $Q=0$ is the only minimum. The case $F=0$ belongs here too. If $F^2>DK$, the bracket starts negative and changes sign once on each side. The symmetric point is then a maximum along $Q$, with two equivalent minima beside it. Thus
\begin{equation}
\boxed{\text{the lower surface has displaced minima if and only if }F^2>DK.}
\label{eq:threshold}
\end{equation}

\subsection*{Limit: small displacement}

Expanding the root in \eqref{eq:E},
\begin{equation}
S=D\left(1+\frac{F^2Q^2}{2D^2}-\frac{F^4Q^4}{8D^4}+\cdots\right),
\end{equation}
so that
\begin{equation}
E=-D+\frac12\left(K-\frac{F^2}{D}\right)Q^2+\frac{F^4}{8D^3}Q^4+\cdots .
\label{eq:series}
\end{equation}
Second-order perturbation theory gives the same softening. The energy shift is $-(FQ)^2/(2D)$, the squared coupling over the full gap; two derivatives turn it into $-F^2/D$. If the full gap is called $\Delta_e=2D$, the condition reads $F^2>\Delta_eK/2$. At equality the quadratic term vanishes and the positive quartic term holds the molecule flat.

The same perturbation argument covers several excited states. With gaps $\Delta_n$ and couplings $F_n$, the curvature at $Q=0$ is $K-\sum_n2F_n^2/\Delta_n$, where $K$ now excludes mixing with all of them. Many modest contributions can add up to an instability.

\section{Beyond the threshold}

At a displaced minimum the bracket in \eqref{eq:slope} vanishes, so $S=F^2/K$. Squaring gives $D^2+F^2Q_0^2=F^4/K^2$, or
\begin{equation}
Q_0^2=\frac{F^2}{K^2}-\frac{D^2}{F^2}.
\label{eq:Q0}
\end{equation}
The elastic cost and the electronic gain, both relative to $Q=0$, are
\begin{align}
\frac{KQ_0^2}{2}&=\frac{F^2}{2K}-\frac{KD^2}{2F^2},\\
S-D&=\frac{F^2}{K}-D .
\end{align}
Their difference is the barrier $B=E(0)-E(Q_0)$:
\begin{equation}
B=\frac{F^2}{2K}-D+\frac{KD^2}{2F^2}
=\frac{(F^2-DK)^2}{2KF^2}.
\label{eq:B}
\end{equation}

Differentiating \eqref{eq:slope} once more gives the stiffness:
\begin{equation}
\frac{d^2E}{dQ^2}=K-\frac{F^2}{S}+\frac{F^4Q^2}{S^3}
=K-\frac{F^2D^2}{S^3},
\end{equation}
where $S^2-F^2Q^2=D^2$ was used. Setting $S=F^2/K$ yields
\begin{equation}
K_{\rm well}=K\left[1-\left(\frac{DK}{F^2}\right)^2\right].
\end{equation}

The weights $w_g,w_e$ of the two states follow from the derivative of the energy with respect to $D$. By the Hellmann--Feynman theorem it equals $w_e-w_g$, and from \eqref{eq:E} it equals $-D/S$. With $w_g+w_e=1$, at the minimum
\begin{equation}
w_e=\frac12\left(1-\frac{D}{S}\right)=\frac12\left(1-\frac{DK}{F^2}\right).
\end{equation}

\subsection*{Limits: weak and strong instability}

Let $x=F^2/(DK)$. Then
\begin{equation}
Q_0^2=\frac DK\left(x-\frac1x\right),\qquad B=\frac{D(x-1)^2}{2x}.
\end{equation}
Just above threshold, with $x=1+\epsilon$, these become $Q_0^2\simeq2\epsilon D/K$ and $B\simeq D\epsilon^2/2$. The displacement grows as a square root, but the barrier grows quadratically, so a visibly bent minimum can be very shallow. For $x\to\infty$, $Q_0\to F/K$ and $w_e\to1/2$: the states mix equally.

\subsection*{Numbers for an ammonia-like umbrella}

Take $D=5$ eV, $K=2200$ eV/nm$^2$ and $F=123$ eV/nm. These are round effective parameters, chosen so that the height and barrier resemble those of ammonia; the agreement is not a prediction. First,
\begin{equation}
F^2=15129,\qquad DK=11000\quad\text{eV}^2/\text{nm}^2,
\end{equation}
so $x=1.375$ and the model is above threshold. The critical coupling is $\sqrt{DK}=104.9$ eV/nm. At the planar point the curvature is $2200-3025.8=-825.8$ eV/nm$^2$. The displacement is
\begin{equation}
Q_0=\sqrt{\frac{15129}{2200^2}-\frac{25}{15129}}\ \text{nm}=0.0384\ \text{nm}.
\end{equation}
The electronic gain is 1.877 eV and the elastic cost 1.621 eV, leaving
\begin{equation}
B=0.256\ \text{eV}\quad(24.7\ \text{kJ/mol}).
\end{equation}
The excited-state weight is 0.136, and the well stiffness is 1037 eV/nm$^2$.

The barrier is a small difference between larger energies, so it is sensitive to the parameters. At fixed $D$,
\begin{equation}
\frac{d\ln B}{d\ln x}=\frac{2x}{x-1}-1=\frac{x+1}{x-1}\simeq6.3 .
\end{equation}
A one per cent rise in $F$ raises $x$ by two per cent and $B$ by about 13 per cent, with $K$ also fixed.

\section{First generalization: unequal stiffness}

The excited state need not have the stiffness of the ground state. Let the force constants be $K_1>0$ for $|g\rangle$ and $K_2\ge0$ for $|e\rangle$. Measure energy from the planar ground level by adding $D$:
\begin{equation}
H+D=\begin{pmatrix}K_1Q^2/2&FQ\\FQ&2D+K_2Q^2/2\end{pmatrix}.
\end{equation}
A displaced geometry lies below the planar one when this matrix has a negative eigenvalue. Its trace is positive, so that happens exactly when its determinant is negative. The determinant is
\begin{equation}
\det(H+D)=Q^2\left(K_1D+\frac{K_1K_2Q^2}{4}-F^2\right).
\label{eq:det}
\end{equation}
If $F^2\le K_1D$, no displacement can make it negative. If $F^2>K_1D$, every sufficiently small nonzero displacement does. The threshold contains the lower state's force constant alone, and a distant minimum lower than the planar point cannot appear before that point becomes unstable.

\subsection*{Limits: a flat and an inverted upper state}

For $K_2=0$ and $F^2=K_1D$, the determinant vanishes at every $Q$. The lower surface is then completely flat: planarity is no longer preferred, but neither is distortion. For $K_2=0$ and $F^2>K_1D$ the energy, measured from the planar level, falls steadily towards $2D-2F^2/K_1$ as $|Q|$ grows: lower geometries exist, but there is no displaced minimum. For $K_2<0$ the determinant becomes negative at large $|Q|$ even below the local threshold. The global statement then fails within this quadratic model, and higher terms are needed to bound the energy.

As a numerical test, the eigenvalues were searched from $0.01$ to $6$ in units of $\sqrt{D/K_1}$, for $K_2/K_1=0$, 0.2, 1 and 3. No point lower than the planar one was found at $F^2/(DK_1)=0.98$; one was found in every case at 1.02.

The depth does depend on $K_2$. In the example, making the upper state 20 per cent softer with all else fixed raises $B$ from 0.256 to 0.310 eV and $Q_0$ from 0.0384 to 0.0426 nm.

\section{Second generalization: a closed shell of two electrons}

The coupling $F$ joins many-electron states. Suppose instead that one knows the coupling $fQ$ between two orbitals, $a$ at $-D$ and $b$ at $+D$. Two independent electrons of opposite spin occupy $a$. The one-electron Hamiltonian acts as $ha=-Da+fQ\,b$, so
\begin{equation}
(h_1+h_2)\,aa=-2D\,aa+fQ(ba+ab).
\end{equation}
The normalized singlet is $s=(ab+ba)/\sqrt2$. Therefore
\begin{equation}
(h_1+h_2)\,aa=-2D\,aa+\sqrt2fQ\,s,
\end{equation}
and $F=\sqrt2f$. The triplet combination $(ab-ba)/\sqrt2$ is orthogonal to $ab+ba$ and does not couple. The closed shell has energy $-2D$ and $s$ has energy zero, so their gap is again $2D$. In orbital language the threshold is $2f^2>DK$: each electron contributes $f^2/D$ to the softening.

There is also a third singlet, $bb$, at $+2D$. Keeping it means letting each electron occupy its own lowest orbital at each $Q$:
\begin{equation}
E_{2e}(Q)=\frac{KQ^2}{2}-2\sqrt{D^2+\frac{F^2Q^2}{2}} .
\end{equation}
Put $Q=\sqrt2R$. Then $KQ^2/2=KR^2$, and
\begin{equation}
E_{2e}(Q)=2\left[\frac{KR^2}{2}-\sqrt{D^2+F^2R^2}\right]=2E(R).
\end{equation}
The threshold is unchanged, the barrier is doubled, and the displacement is multiplied by $\sqrt2$.

\subsection*{Limit: a remote double excitation}

If electron repulsion pushes $bb$ far upward, it drops out and the two-state result returns. Raising one diagonal element cannot lower the lowest eigenvalue. With the other parameters fixed, the barrier therefore lies between $B$ and $2B$ as $bb$ moves up from its independent-electron position. For the example these ends are 0.256 and 0.512 eV, with minima at 0.0384 and 0.0543 nm. As long as repulsion only shifts $bb$, leaving it out changes the depth but not the threshold, and effective parameters fitted in one version must not be carried into the other. Real repulsion also couples $aa$ and $bb$ directly through the exchange integral, which symmetry allows at $Q=0$, and this does move the threshold: with $bb$ at $+2D$ and all else fixed, a coupling of 0.5 eV changes the planar curvature of the example from $-826$ to about $-670$ eV/nm$^2$.

\section{Third generalization: moving nuclei}

Add the kinetic energy of $Q$ to \eqref{eq:H}. The full Hamiltonian is unchanged when $Q\to-Q$ and $|e\rangle\to-|e\rangle$ together. A nondegenerate ground state must be even or odd under this operation, and since $Q$ is odd, $\langle Q\rangle=0$. The isolated molecule is thus not permanently bent to one side. Its displacement appears in the spread: the calculated root-mean-square value is 0.0377 nm, close to $Q_0$.

For the umbrella motion the reduced mass is
\begin{equation}
\mu=\frac{3m_{\rm H}m_{\rm N}}{3m_{\rm H}+m_{\rm N}}=2.487\ \text{u}.
\end{equation}
The lowest level lies 0.064 eV above the well bottom, well below the 0.256 eV barrier. Tunnelling splits it into a pair separated by $\delta=0.129$ meV. An equal superposition of the pair is localized on one side. Its relative phase is $e^{-i\delta t/\hbar}$, which becomes $-1$ after
\begin{equation}
t=\frac{\pi\hbar}{\delta}=\frac{h}{2\delta}=16\ \text{ps}.
\end{equation}
The superposition is then on the other side. In a test, a Gaussian packet started with mean height 0.0384 nm had mean height $-0.0355$ nm after this time. The reversal is not exact because the packet is not made of the lowest pair alone.

\subsection*{Limits of the one-surface, constant-mass picture}

Keeping both electronic states in the nuclear problem changes the splitting from 0.129 to 0.126 meV, about two per cent of the one-surface value. The constant mass is a larger fault. With rigid N--H bonds of length $r$, the hydrogens lie at radius $R=\sqrt{r^2-Q^2}$ and must also move sideways, at speed $|\dot R|=|Q\dot Q|/R$. Their extra kinetic energy, $\tfrac12(3m_{\rm H})Q^2\dot Q^2/R^2$, gives
\begin{equation}
\mu_{\rm eff}(Q)=\mu+\frac{3m_{\rm H}Q^2}{r^2-Q^2}.
\end{equation}
For $r=0.101$ nm the mass at $Q_0$ is 20.5 per cent above $\mu$. With the same surface and rotation ignored, the splitting falls to 0.090 meV, 30 per cent below the constant-mass value.

At 600 K, $k_{\rm B}T=0.052$ eV. Using the one-surface umbrella levels, 1.5 per cent of the population lies above the barrier. Heating to this temperature leaves most molecules in levels below the barrier top, though they can still tunnel.

\section{Beside real ammonia}

A restricted Hartree--Fock calculation in the def2-TZVP basis, with the N--H length fixed at 0.101 nm, gives a planar curvature of about $-750$ eV/nm$^2$ (estimated from a displacement of 0.005 nm), a height of 0.0366 nm and a barrier of 0.247 eV. The model gives $-826$ eV/nm$^2$, 0.0384 nm and 0.256 eV. The real barrier is roughly 0.25 eV and the real splitting roughly 0.1 meV, so the parameters lie in the right regime. The last digits of the reference values depend on the settings. The larger def2-QZVP and aug-cc-pVTZ bases raise the barrier by 0.001--0.003 eV and the height by 0.0001 nm, while cc-pVTZ gives 0.27 eV, 0.0374 nm and about $-800$ eV/nm$^2$. Extrapolating the displacement to zero in def2-TZVP moves the curvature to about $-760$ eV/nm$^2$. The reference calculation omits electron correlation and bond relaxation. The fixed N--H length is longer than the relaxed planar bond at this level, which makes the planar curvature more negative and the barrier higher than they would be with relaxed bonds: relaxing them in the same basis gives a planar bond of 0.0985 nm, a curvature of about $-690$ eV/nm$^2$ and a barrier of about 0.21 eV. Part of the close agreement with the model therefore comes from the chosen length. The calculation shows that the planar form is unstable at that level and bond length, but does not separate $K$ from $F^2/D$. The 10 eV gap is well above the onset of ammonia's optical absorption, roughly 6 eV; it is an adjusted parameter of the model, not a spectral line. The agreement therefore does not show that a single excited state causes ammonia's instability. Leaving out the double excitation can move the barrier by up to a factor of two at fixed parameters.

In a reactor, a nearby surface generally removes the mirror symmetry on which the threshold rests. To lowest order it adds a term $-gQ$ to the energy. The slope at $Q=0$ is then $-g$, so the molecule bends for any nonzero $g$. Below threshold and for small $g$, setting the slope of the quadratic energy to zero gives
\begin{equation}
Q\simeq\frac{g}{K-F^2/D}.
\end{equation}
Below threshold, then, the excited state amplifies an imposed distortion instead of creating one. The ammonia example lies above threshold and is pyramidal even without the surface. The condition $F^2>DK$ therefore applies to the isolated symmetric precursor, along one coordinate, with the couplings and stiffnesses defined above. The numerical output lists the values for the example.

\section*{Computed results}
\begin{verbatim}
Half gap D: 5.0 eV
Full gap 2D: 10.0 eV
Bare force constant K: 2200 eV/nm^2
State coupling F: 123 eV/nm
Critical coupling sqrt(DK): 104.88 eV/nm
F^2: 15129 eV^2/nm^2
D*K: 11000 eV^2/nm^2
Ratio F^2/(DK): 1.3754
Softening F^2/D: 3025.8 eV/nm^2
Curvature at Q=0: -825.8 eV/nm^2
Displacement Q0: 0.03838 nm
Elastic cost at Q0: 1.6207 eV
Electronic gain at Q0: 1.8768 eV
Barrier B: 0.2561 eV
Barrier B: 24.71 kJ/mol
Well curvature: 1037.0 eV/nm^2
Excited-state weight at Q0: 0.1365
Orbital coupling f=F/sqrt(2): 86.97 eV/nm
Q0 with double excitation: 0.05428 nm
Barrier with double excitation: 0.5122 eV
Q0 with upper K reduced 20%: 0.04262 nm
Barrier with upper K reduced 20%: 0.3097 eV
H mass, N mass: 1.008, 14.003 u
Umbrella reduced mass: 2.4869 u
Harmonic well quantum: 0.1320 eV
Lowest level above well bottom: 0.0638 eV
Tunnel splitting, one surface: 0.1286 meV
Tunnel splitting, both states: 0.1263 meV
Crossing time, one surface: 16.08 ps
Packet mean Q at start: 0.0384 nm
Packet mean Q after crossing time: -0.0355 nm
Ground-state |mean Q| below 1e-6 nm: True
Ground-state rms Q: 0.03772 nm
Fixed N-H length: 0.101 nm
Mass increase at Q0, rigid bonds: 20.5 %
Tunnel splitting, rigid bonds: 0.0904 meV
Temperature: 600 K
Thermal energy kT: 0.0517 eV
Population above barrier: 1.51 %
RHF/def2-TZVP planar curvature: -751 eV/nm^2
RHF/def2-TZVP height: 0.0366 nm
RHF/def2-TZVP barrier: 0.247 eV
\end{verbatim}
